# Saha ionisation of dense copper vapour at 10000 K

**Problem**

A dense copper plume close to a laser-ablated target is modelled as a uniform gas in local thermal equilibrium at $T=10000$ K. It contains $n=10^{18}$ heavy particles per cm³, where heavy particles are atoms and ions; free electrons are not counted in $n$. The ionisation energy of the free copper atom is $I=7.73$ eV.

(a) Derive the Saha equation for a gas of neutral atoms, singly charged ions and electrons.

(b) Using ground-state degeneracies only, show that about 42 percent of the copper is singly ionised.

(c) Find how strongly this fraction depends on temperature when $n$ is held fixed.

(d) Estimate what excited states, Coulomb screening and the smaller neglected effects do to the result.

**Solution**

**(a) The Saha equation**

The gas is taken as ideal, classical and electrically neutral, with one temperature for all particles. Let $N$ copper nuclei occupy a volume $V$, and let $j$ of the atoms be ionised. There are then $N-j$ atoms, $j$ ions and $j$ electrons.

The first ingredient is the number of thermally accessible electron states. In a periodic box of side $L$, a plane wave has momentum $hl/L$ along each axis, with $l$ an integer, and energy $h^2l^2/(2m_eL^2)$ from that axis. When $L$ is much larger than the thermal wavelength defined below, the terms of the Boltzmann sum vary slowly with $l$, and the sum becomes a Gaussian integral:

$$
\sum_l e^{-h^2l^2/(2m_eL^2kT)}\simeq\int_{-\infty}^{\infty}e^{-h^2l^2/(2m_eL^2kT)}\,dl=\frac{L\sqrt{2\pi m_ekT}}{h}=\frac{L}{\lambda},
\qquad \lambda=\frac{h}{\sqrt{2\pi m_ekT}} .
$$

Three axes give $V/\lambda^3$, and the two spin states double this. Atoms and ions have the same kind of translational factor, with their own masses and thermal wavelengths $\lambda_0$ and $\lambda_i$. Energies are measured from an atom at rest in its ground state, so a separated ion and electron at rest have energy $I$. Assigning this energy to the ion gives the one-particle partition functions

$$
Q_0=\frac{g_0V}{\lambda_0^3},\qquad
Q_i=\frac{g_+V}{\lambda_i^3}e^{-I/kT},\qquad
Q_e=\frac{2V}{\lambda^3},
$$

where $g_0$ and $g_+$ are the ground-state degeneracies of atom and ion.

Particles of one species are indistinguishable, so the statistical weight of having $j$ ionised atoms is

$$
Z_j=\frac{Q_0^{N-j}}{(N-j)!}\,\frac{Q_i^{\,j}}{j!}\,\frac{Q_e^{\,j}}{j!}.
$$

Ionising one more atom changes the weight by the ratio

$$
\frac{Z_{j+1}}{Z_j}=\frac{Q_iQ_e}{Q_0}\,\frac{N-j}{(j+1)^2}.
$$

This ratio falls steadily as $j$ grows, so the weight has a single maximum, located where the ratio passes through one. When $j$ and $N-j$ are both comparable with $N$, the logarithm of the ratio changes by an amount of order $1/N$ per step, so the peak has a width of order $\sqrt N$. For large $N$ this is tiny compared with $j$, and the equilibrium value of $j$ can be taken at the maximum. The difference between $j+1$ and $j$ is then also negligible, and the maximum satisfies

$$
\frac{j^2}{N-j}=\frac{Q_iQ_e}{Q_0}.
$$

Dividing both sides by $V$ turns the particle numbers into the densities $n_e=n_i=j/V$ and $n_0=(N-j)/V$. The atom and ion differ in mass by one electron mass, about one part in $10^5$, so $\lambda_0^3/\lambda_i^3$ can be set to one. The result is the Saha equation:

$$
\frac{n_en_i}{n_0}=S(T),\qquad
S(T)=\frac{2g_+}{g_0}\,\frac{1}{\lambda^3}\,e^{-I/kT}.
$$

The factor $e^{-I/kT}$ is the energy cost of ionisation. The factor $\lambda^{-3}$ measures the many translational states that a freed electron can enter.

**(b) The ionised fraction**

Let $x=n_i/n$. Neutrality gives $n_e=n_i=xn$, and conservation of copper nuclei gives $n_0=(1-x)n$. Hence

$$
\frac{(xn)^2}{(1-x)n}=S
\quad\Longrightarrow\quad
\frac{x^2}{1-x}=s,\qquad s=\frac Sn .
$$

This is the quadratic $x^2+sx-s=0$. Its positive root, multiplied above and below by $\sqrt{s^2+4s}+s$, is

$$
x=\frac{\sqrt{s^2+4s}-s}{2}
=\frac{4s}{2\left(\sqrt{s^2+4s}+s\right)}
=\frac{2}{1+\sqrt{1+4/s}} .
$$

For $s\ll1$ this tends to $x\simeq\sqrt s$. For $s\gg1$ the gas is almost fully ionised, with $1-x\simeq1/s$. In this ideal-gas model, compression at fixed temperature lowers $s$ and so lowers $x$, because each electron then has less volume available. At much higher densities, interactions between the particles can reverse this trend.

The ground configuration of neutral copper is $3d^{10}4s$. The closed $3d$ shell contributes one state and the $4s$ electron has two spin states, so $g_0=2$. The ion has the closed-shell configuration $3d^{10}$, so $g_+=1$. The degeneracy factor is therefore

$$
\frac{2g_+}{g_0}=\frac{2\times1}{2}=1 .
$$

At 10000 K, $kT=0.8617$ eV and $\lambda=0.7454$ nm. The two remaining factors are

$$
\lambda^{-3}=2.415\times10^{21}\ \text{cm}^{-3},\qquad
e^{-I/kT}=e^{-8.970}=1.271\times10^{-4}.
$$

Their product is $S=3.070\times10^{17}$ cm⁻³, so $s=0.3070$ and

$$
x=\frac{2}{1+\sqrt{1+4/0.3070}}=\frac{2}{1+3.746}=0.421 .
$$

About 42 percent of the copper is singly ionised, as was to be shown. The electron density is $4.21\times10^{17}$ cm⁻³ and the neutral density is $5.79\times10^{17}$ cm⁻³.

The fraction is large even though $I$ is nine times $kT$. There are about 2400 translational cells of volume $\lambda^3$ per heavy particle, and this number largely offsets the small Boltzmann factor. The electron's spin factor also matters: leaving it out would halve $S$ and give $x=0.32$.

The ideal-gas pressure includes the electrons:

$$
p=(n_0+n_i+n_e)kT=(1+x)nkT=1470\ \text{Torr},
$$

or about 1.9 atmospheres.

**(c) Dependence on temperature**

At fixed $n$, the logarithm of the equation for $x$ is $\ln S-\ln n=2\ln x-\ln(1-x)$. Differentiation gives

$$
d\ln S=\left(\frac2x+\frac1{1-x}\right)dx
=\frac{2-x}{x(1-x)}\,dx,
\qquad
\frac{dx}{d\ln S}=\frac{x(1-x)}{2-x}=0.1545 .
$$

Since $\lambda^{-3}\propto T^{3/2}$ and $d(-I/kT)/d\ln T=I/kT$,

$$
\frac{d\ln S}{d\ln T}=\frac32+\frac{I}{kT}=10.47,
\qquad
\frac{dx}{d\ln T}=0.1545\times10.47=1.62 .
$$

A temperature higher by 1 percent therefore raises the ionised fraction by about 1.6 percentage points. For larger changes the full formula is needed. With $n$ unchanged it gives $x=0.27$ at 9000 K and $x=0.58$ at 11000 K.

The same derivative shows that the rounding of $I$ is harmless. An error of 0.005 eV changes $\ln S$ by $0.005/0.8617=0.006$, and hence $x$ by about 0.001.

**(d) What the simple model neglects**

*Excited states.* An atom or ion can also be in an excited state. Each ground-state degeneracy is then replaced by an internal partition sum

$$
U=\sum_k g_ke^{-E_k/kT},
$$

where $E_k$ is measured from the ground state of the same species. For a size estimate, each low configuration is represented by one rough effective energy. Its degeneracy is the number of ways of placing its electrons in the available spin orbitals.

For the atom, the configurations are $3d^94s^2$ with 10 states at 1.5 eV, $3d^{10}4p$ with 6 states at 3.8 eV, and $3d^94s4p$ with $10\times2\times6=120$ states at 5.6 eV. For the ion, $3d^94s$ has $10\times2=20$ states at 2.9 eV. At $kT=0.8617$ eV,

$$
U_0=2+10e^{-1.5/0.8617}+6e^{-3.8/0.8617}+120e^{-5.6/0.8617}=4.01,
$$

$$
U_+=1+20e^{-2.9/0.8617}=1.69 .
$$

The Saha density is multiplied by

$$
\frac{U_+/U_0}{g_+/g_0}=0.844 ,
$$

and the fraction falls to $x=0.396$. Excited states favour the neutral atom here because they enlarge its partition sum by a greater factor than that of the ion. Higher levels are left out of this estimate. Resolving the low configurations into separate levels and adding higher levels bound by more than about 0.2 eV would lower the fraction by roughly another 0.005. This shift depends on the cutoff, from about 0.003 at 0.4 eV to about 0.008 at 0.1 eV, so the third decimal of the values that include excited states is not significant.

*Coulomb screening.* Each charge attracts a cloud of opposite charge, which lowers the energy of the ionised gas. In a weak potential $\phi$, the ion and electron densities are $n_ee^{-e\phi/kT}$ and $n_ee^{+e\phi/kT}$. To first order their net charge density is $-2n_ee^2\phi/kT$, and Poisson's equation becomes

$$
\nabla^2\phi=\frac{\phi}{\lambda_D^2},\qquad
\frac1{\lambda_D^2}=\frac{2n_ee^2}{\varepsilon_0kT}.
$$

Around a point charge $q$ the solution is $\phi=qe^{-r/\lambda_D}/(4\pi\varepsilon_0r)$. Subtracting the bare potential and letting $r\to0$ leaves the potential of the cloud at the charge, $-q/(4\pi\varepsilon_0\lambda_D)$.

The free energy follows from raising all charges together from zero to their full size. When they have the fraction $\zeta$ of their final values, the inverse screening length is $\zeta/\lambda_D$. For $M$ electron–ion pairs, or $2M$ charges,

$$
F=-2M\frac{e^2}{4\pi\varepsilon_0\lambda_D}\int_0^1\zeta^2\,d\zeta
=-\frac{Me^2}{6\pi\varepsilon_0\lambda_D}.
$$

At fixed $V$ and $T$, $1/\lambda_D\propto M^{1/2}$, so $F\propto M^{3/2}$. Adding one pair therefore changes the free energy by

$$
\frac{\partial F}{\partial M}=\frac32\frac FM=-\Delta I,
\qquad
\Delta I=\frac{e^2}{4\pi\varepsilon_0\lambda_D}.
$$

The weight $Z_j$ acquires a factor $e^{-F/kT}$ with $M=j$. Its maximum then obeys the Saha equation with $I$ replaced by $I-\Delta I$.

At the electron density found in part (b), $\lambda_D=7.5$ nm and $\Delta I=0.19$ eV. Since $\Delta I$ depends on $x$ through $n_e$, the equation

$$
\frac{x^2}{1-x}=\frac Sn\,e^{\Delta I(x)/kT}
$$

must be solved numerically. A bracketing root search gives $x=0.458$ with ground-state degeneracies.

This screening correction is an estimate of size. A sphere of radius $\lambda_D$ contains only about 0.75 electron on average, whereas a smooth screening cloud requires many. The coupling parameter $e^2/(4\pi\varepsilon_0akT)$, with $a=(3/4\pi n_e)^{1/3}$, is 0.20. Coulomb energies at the typical spacing are thus smaller than $kT$, but not negligible. The Stewart–Pyatt formula, which interpolates between the Debye and ion-sphere limits, gives $\Delta I\approx0.16$ eV and $x=0.452$ instead, so the third decimal of the screened values is not significant either.

With excited states and screening both included, the self-consistent solution is $x=0.430$. Its closeness to 0.421 comes partly from cancellation: excited states alone lower $x$ by about 0.025, while screening alone raises it by about 0.037.

*Smaller effects.* The Saha equation can also be applied to removal of a second electron. With a rough second ionisation energy of 20.3 eV and 10 states for the $3d^9$ configuration of Cu²⁺,

$$
\frac{n_{2+}}{n_+}=\frac{2\times10}{n_e\lambda^3}e^{-20.3/0.8617}\simeq7\times10^{-6}.
$$

For the negative ion, the reaction is Cu⁻ $\rightleftharpoons$ Cu + electron. The closed-shell ion $3d^{10}4s^2$ has one state, and a rough electron affinity is 1.2 eV. Therefore

$$
\frac{n_-}{n_0}=\frac{n_e\lambda^3}{2\times2}e^{1.2/0.8617}\simeq2\times10^{-4}.
$$

These ratios use ground-state degeneracies. With the partition sum $U_0\approx4$ in place of $g_0=2$, the ratio of negative ions to all neutral atoms is about $1\times10^{-4}$. Both species are negligible at the accuracy considered here.

Electron degeneracy is governed by $z_0=n_e\lambda^3/2=8.7\times10^{-5}$. Let $z=e^{\mu/kT}$, where $\mu$ is the electron chemical potential. For small $z$, the Fermi occupation of a state of energy $\epsilon$ is $ze^{-\epsilon/kT}-z^2e^{-2\epsilon/kT}+\dots$. The second exponential has half the effective temperature, so its momentum integral is smaller by $2^{-3/2}$. Thus

$$
z_0=z-\frac{z^2}{2^{3/2}}+\dots,
\qquad
z\simeq z_0\left(1+\frac{z_0}{2^{3/2}}\right).
$$

The relative correction is $3\times10^{-5}$, so classical statistics are adequate for the electrons.

*The real plume.* The chosen temperature and density are round values in the rough range of a dense, early laser-produced metal plume. Such a plume is neither uniform nor steady. A temperature uncertainty of 10 percent at fixed density spans $x=0.27$ to $0.58$, which is wider than the spread caused by the two main corrections above.

Rapid expansion can also break the assumption of local equilibrium. If cooling outruns recombination, the ionised fraction lags behind the falling equilibrium value and stays above it. As an illustration at fixed density, a gas that cooled from 10000 K to 9000 K without recombining would keep $x=0.42$, while the Saha value would be 0.27. In a real expansion the density falls as well, which raises the Saha value at a given temperature and makes this gap smaller. The size of the actual lag depends on collision and expansion rates that this equilibrium model does not contain. At the electron density of this example a standard three-body estimate puts the recombination time below a nanosecond, so a large lag is expected mainly later, when the plume is more dilute. Dimers and short-range forces between particles are also left out, and their effect has not been estimated here.

Numerical values quoted here were computed with a short program.
